# When Mercury Clusters Turn Metallic: Band Overlap and Coordination, part 2

At what size do the filled s band and empty p band of a cluster of $N$ closed-shell atoms overlap, as in a metal? The mean-field model has one s and three p orbitals per atom, equal atomic levels on all sites, and nearest-neighbour hopping at fixed bond length. The s level is at zero, the p level at $\Delta$; numerical energies are in eV. For a bond along the unit vector $\mathbf d$,

$$
\langle s_i|H|s_j\rangle=-t,\qquad \langle s_i|H|p_{j\alpha}\rangle=\tau d_\alpha ,
$$

$$
\langle p_{i\alpha}|H|p_{j\beta}\rangle=\sigma d_\alpha d_\beta+\pi(\delta_{\alpha\beta}-d_\alpha d_\beta),
$$

with $t,\sigma>0$ and $\pi<0$. Here $\pi$ is a hopping energy unless the circle number is stated. "Bare" means $\tau=0$.

Each bare band is approximated by a rectangle of equal variance. At mean coordination $\bar Z$,

$$
W_s(\bar Z)=\sqrt{12\bar Z}\,t,\qquad
W_p(\bar Z)=2\sqrt{\bar Z(\sigma^2+2\pi^2)} .
$$

Without an argument, $W_s=12t$ and $W_p$ are bulk values (twelve neighbours). The estimated gap is

$$
E_g=\Delta-\tfrac12(W_s+W_p)\sqrt{\bar Z/12},
$$

closing at $\bar Z_c=12x^2$ with $x=2\Delta/(W_s+W_p)$.

The clusters are face-centred cubic cuboctahedra with $n$ closed shells around a central atom:

$$
N=\frac{(2n+1)(5n^2+5n+3)}{3},\qquad
\bar Z=12-\frac{12(3n^2+3n+1)}{N}.
$$

Let $E_s^{\max}$ and $E_p^{\min}$ be the bare s top and p bottom, and $\lambda_1\le\lambda_2\le\dots$ the levels of the full Hamiltonian, the first $N$ filled. For any $\tau$,

$$
\lambda_{N+1}-\lambda_N\ \ge\ E_p^{\min}-E_s^{\max}.
$$

In the infinite crystal the s top is $4t$ (rectangle: $6t$), reached along whole lines of wavevectors, one through the zone point W. For $\pi=-\sigma/4$, a mesh of wavevectors showed no p level below $\Delta-4(\sigma-\pi)$, the one at the zone point L. Mixing vanishes at L and on the line through W. With the p bottom at L,

$$
E_g^{\rm crystal}=\Delta-4t-4(\sigma-\pi),
$$

independent of $\tau$ if the p levels at W, $\Delta-2(\sigma+\pi)$ (twice) and $\Delta-4\pi$, lie above $4t$ and the p level at L lies above zero.

**Q.** Can it be solved for $N$?

**A.** For large clusters, yes. Put $m=n+\tfrac12$. Then $3n^2+3n+1=3m^2+\tfrac14$ and $5n^2+5n+3=5m^2+\tfrac74$, so that

$$
1-\frac{\bar Z}{12}=\frac{3(3m^2+\frac14)}{2m(5m^2+\frac74)}\simeq\frac{9}{10m},\qquad N\simeq\frac{10m^3}{3}.
$$

The neglected terms are smaller by a factor of order $1/m^2$. Eliminating $m=(3N/10)^{1/3}$,

$$
\frac{\bar Z}{12}\simeq1-cN^{-1/3},\qquad c=0.9\left(\frac{10}{3}\right)^{1/3}=1.344 .
$$

The power $N^{-1/3}$ is the ratio of surface to volume. At the critical size the left side is $x^2$, so $cN_c^{-1/3}=1-x^2$, and

$$
N_c\simeq\left(\frac{c}{1-x^2}\right)^3 .
$$

As $x$ approaches one from below, the critical size diverges. For small $x$ the formula returns two or three atoms, where neither a band nor the large-cluster expansion has a meaning.

**Q.** Now mercury. Where does $\Delta$ come from?

**A.** From a density functional calculation of the atom in the local density approximation, with Slater exchange and the Vosko–Wilk–Nusair correlation. All 80 electrons are included, in a spherical potential. Relativity is treated with the spin-free Dirac equation, which leaves out spin–orbit coupling. In atomic units, with $T$ the nonrelativistic kinetic energy operator, $V$ the potential and $\mathbf p$ the momentum, it reads

$$
V\varphi+T\chi=E\varphi,\qquad
T\varphi+\left(\frac{\mathbf p\cdot V\mathbf p}{4c_0^2}-T\right)\chi=\frac{E}{2c_0^2}T\chi .
$$

I write $c_0$ for the speed of light, to keep it apart from the surface coefficient $c$. When $c_0$ goes to infinity the second equation gives $\chi=\varphi$, and the first becomes the Schrödinger equation. The equations were solved in a basis of radial Gaussians and iterated to self-consistency. The 6s level came out at $-7.13$ eV and the 6p level at $-1.21$ eV, so

$$
\Delta=5.92\ \text{eV}.
$$

A molecular calculation with the same functional, the def2-TZVPP basis and its relativistic core potential gives 5.95 eV. The second decimal depends on how spin–orbit coupling is removed: the Koelling–Harmon scalar-relativistic equation, solved on a radial grid, leaves 6s unchanged but puts 6p at $-1.18$ eV, so that $\Delta=5.94$ eV, and a finite nucleus lowers $\Delta$ by a further 0.01 eV. The functional matters more: with the core potential, the PBE functional gives about 5.75 eV, some 0.2 eV less than the local density approximation.

**Q.** Those are Kohn–Sham levels. Removing an electron from one cluster and adding it to another costs more than their difference.

**A.** Yes. The criterion concerns the overlap of mean-field bands and leaves out charging. For a conducting sphere of radius $R$, a charge $\pm e$ costs $e^2/(8\pi\epsilon_0R)$, where $\pi$ is the circle number. Ionizing one sphere and charging another costs twice that, $e^2/(4\pi\epsilon_0R)$. This falls only as $N^{-1/3}$ and is present even in a perfectly metallic cluster. A measurement that adds or removes electrons must have it subtracted before its gap is compared with $E_g$.

**Q.** And the bandwidth?

**A.** The lowest band of a crystal with one atom per cell holds two electrons per atom, which is the number of valence electrons here. I estimate its width by the Fermi energy of a free-electron gas of that density. The density of mercury is roughly 14 g/cm³. As model inputs I take a mass density of 13.5 g/cm³ and a molar mass of 200.6 g/mol, which give 0.0405 atoms per cubic ångström, or 0.0811 electrons. With the circle number inside the bracket,

$$
k_F=(3\pi^2\times0.0811)^{1/3}=1.339\ \text{Å}^{-1},\qquad
W_s=\frac{\hbar^2k_F^2}{2m_e}=6.83\ \text{eV}.
$$

For the p band I have no comparable argument. I take $W_p=W_s$ as a model assumption.

**Q.** Then give me the number.

**A.** With equal widths, $x=\Delta/W_s=5.918/6.830=0.867$. The critical coordination is $12\times0.751=9.0$. The closed formula gives

$$
N_c\simeq\left(\frac{1.344}{1-0.751}\right)^3\approx157 .
$$

Solving $\bar Z(N)=\bar Z_c$ numerically with the full count, and $n$ treated as continuous, gives 152. In this model the rectangular bands touch at about 150 atoms.

**Q.** About 150, from a density known roughly and a p width you assumed. How much of that survives a small change of the input?

**A.** Little beyond the order of magnitude, and perhaps not even that. Take the logarithm of the closed formula:

$$
\ln N_c=3\ln c-3\ln(1-x^2),\qquad
\frac{d\ln N_c}{d\ln x}=\frac{6x^2}{1-x^2}.
$$

At fixed widths $x$ is proportional to $\Delta$. The slope is $6\times0.751/0.249=18$, so a change of $\Delta$ by 1% changes $N_c$ by about 18%. Lowering $\Delta$ by 0.3 eV gives 68 atoms, and raising it by 0.3 eV gives 478. Measured from 152, these are factors of 2.2 down and 3.1 up; the two factors differ because the slope itself grows with $x$.

**Q.** The width enters the same ratio. Your rectangle was defined by its variance, but you gave it the full width of a free-electron band. Those are different things.

**A.** They are, and the choice matters. The free-electron density of states is proportional to $\sqrt E$ up to $E_F$. Its moments are $\langle E\rangle=\tfrac35E_F$ and $\langle E^2\rangle=\tfrac37E_F^2$, and its variance is

$$
\left(\frac37-\frac9{25}\right)E_F^2=\frac{12}{175}E_F^2 .
$$

A rectangle of this variance has width $\sqrt{12\times12/175}\,E_F=0.907E_F$. If both widths are reduced by this factor, $x$ becomes $0.8666/0.9071=0.955$, and the closed formula gives about 3600 atoms.

The assumption about the p band can act the other way. If $W_p$ is 10% larger than $W_s=E_F$, the half-sum grows by 5%, $x$ falls to 0.825, and $N_c$ is about 75. The density acts through $W\propto\rho^{2/3}$, with $\rho$ the mass density: 14.0 g/cm³ instead of 13.5 gives about 100 atoms, and 14.3 gives about 80. The estimate of 150 belongs to one reasonable calibration. A calculation of this kind cannot fix the size to better than a large factor while $x$ is so close to one.

**Q.** Let us stay with your calibration, then. Does the rectangle at least agree with the actual levels of the model?

**A.** That requires the hoppings. From $W_s=12t$ we have $t=0.569$ eV. I choose $\pi=-\sigma/4$. Then $W_p=2\sqrt{12\times1.125}\,\sigma=7.35\,\sigma$, which gives $\sigma=0.929$ eV and $\pi=-0.232$ eV. For the mixing I choose the geometric mean $\tau=\sqrt{t\sigma}=0.727$ eV. Diagonalizing the Hamiltonian of the first four cuboctahedra gives these gaps in eV:

| $N$ | $\bar Z$ | rectangles | bare edges | with mixing |
|---:|---:|---:|---:|---:|
| 13 | 5.54 | 1.28 | 2.14 | 2.63 |
| 55 | 7.85 | 0.39 | 0.69 | 1.31 |
| 147 | 8.98 | 0.01 | 0.02 | 0.52 |
| 309 | 9.63 | −0.20 | −0.34 | 0.15 |

The third column is the formula for $E_g$, the fourth is $E_p^{\min}-E_s^{\max}$ from the separate blocks, and the last is the gap between levels $N$ and $N+1$ of the full Hamiltonian.

**Q.** The third and fourth columns change sign in the same place. Given your 50% error in the s edge, that looks like luck.

**A.** Part of it is the cancellation noted earlier, and the crystal shows how it works for these hoppings. The true s top is $4t=2.28$ eV above the s level, against 3.42 eV for the rectangle. The true p bottom is 4.65 eV below the p level, against 3.42 eV. The sums are 6.92 and 6.83 eV. The errors of $+1.14$ and $-1.23$ eV nearly cancel because of the chosen hoppings, and a different ratio $\pi/\sigma$ or $W_p/W_s$ would change that. With $\pi=0$ and the same $W_p$, for instance, the bare edges are still 0.11 eV apart at 561 atoms. The close agreement at 147 atoms has the same origin as in the crystal: there the s top is 1.94 eV and the p depth 3.96 eV, against 2.95 eV for each rectangle, so the errors are $+1.01$ and $-1.01$ eV. At 13 atoms the rectangle is 0.86 eV too low.

**Q.** The last column bothers me more. At 309 atoms the bare bands overlap, yet the mixed cluster still has a gap. You showed that mixing does not matter.

**A.** I showed that for the infinite crystal. There the conditions at W and L are satisfied. The p levels at W lie at or above $5.92-2(0.929-0.232)=4.52$ eV, which is higher than 2.28 eV, and the p level at L is at $5.92-4.65=1.27$ eV, which is above zero. The crystal gap is $5.92-6.92=-1.00$ eV, an overlap of 1.0 eV, and diagonalization on the mesh gives the same value with and without mixing.

A finite cluster has no conserved wavevector. Its edge states contain a spread of wavevectors, around L for the p edge and around the lines of the s top for the s edge. At a general wavevector off L and off these lines the mixing does not vanish. I take this to be the reason why the gap persists, but that is a conjecture. What has been proved for clusters is the inequality, and the table respects it: the last column is nowhere below the fourth.

**Q.** So is the cluster of 309 atoms a metal or not?

**A.** The last column cannot become negative, because it is the difference of two neighbouring levels in an ordered list. It can shrink to the ordinary level spacing, or to zero if the two levels belong to one degenerate set. A free-electron estimate of that spacing is useful. The number of electrons below energy $E$ grows as $E^{3/2}$, so $2N$ electrons give $3N/E_F$ electron states per unit energy at the Fermi level. Each orbital level holds two electrons, and the mean spacing is

$$
\frac{2E_F}{3N}=\frac{2\times6.83}{3\times309}\approx0.015\ \text{eV}.
$$

The gap of 0.15 eV is ten times larger. That alone does not settle the matter, since a highly symmetric cluster has degenerate levels and its distinct levels are further apart than the mean. Indeed, within half an electronvolt of it this cluster has other gaps between neighbouring levels of 0.24 and 0.16 eV, so the 0.15 eV gap no longer stands out. I would call this cluster at the transition within the model.

**Q.** Then your 150 is too small even within your own model.

**A.** It is the size at which the bare bands begin to overlap. By the inequality, the gap of a mixed cluster cannot close while its bare edges are still apart. With these parameters the change to metallic behaviour comes later and is gradual: the mixed gap falls from 1.3 eV at 55 atoms to 0.5 eV at 147 and 0.15 eV at 309, and it is zero at 561, where levels $N$ and $N+1$ belong to one degenerate pair. This size depends on the assumed $\tau$: with half the value the gap is already zero at 309 atoms, and with twice the value it is still 0.23 eV at 923. For this calibration "a few hundred atoms" describes the outcome better than a sharp value does.

**Q.** You also kept the bond length fixed. Small clusters of closed-shell atoms should be held together weakly.

**A.** If their bonds are longer than in the bulk, their hoppings are smaller, since the orbital overlap decreases with distance at these separations. Smaller hoppings mean narrower bands at the same coordination, which again moves the closing to larger sizes. The model also gives surface and interior atoms the same levels. I have not computed the effect of either assumption. Two further limits concern real mercury. Its filled 5d level lies about 2.9 eV below 6s in the atom, inside the range of the s band, and is left out of the model. And solid mercury is rhombohedral, a distorted form of the face-centred cubic lattice assumed here.

**Q.** One last doubt. You went to the trouble of a relativistic atom. Would an ordinary Schrödinger calculation have given the same size?

**A.** No. I repeated the atomic calculation with the speed of light multiplied by 100. Relativistic corrections begin at order $1/c_0^2$, so this reduces them by about $10^4$. The levels become $-5.58$ eV for 6s and $-1.48$ eV for 6p, and

$$
\Delta=4.10\ \text{eV}.
$$

Relativity thus lowers 6s by 1.54 eV and raises 6p by 0.27 eV (0.30 eV with the Koelling–Harmon equation). Together they widen the separation by 1.82 eV, most of it from the s level.

With the density and the bandwidths left unchanged, $x$ would be $4.10/6.83=0.60$ and the critical coordination $12\times0.36=4.3$. That is below the 5.5 of the smallest cuboctahedron. Continuing the count between the central atom and the first shell gives about 7 atoms. At such sizes the rectangle is unreliable. At fixed hoppings the bare edges of the table shift by $-1.82$ eV, so the 13-atom cluster would keep a bare gap of $2.14-1.82=0.32$ eV, while the 55-atom cluster would overlap, with $0.69-1.82=-1.13$ eV. The true bare edges thus first overlap between 13 and 55 atoms. Only for the rectangles can the result be read as "fewer than 13".

**Q.** But without relativity the density and the hoppings would change too.

**A.** They would, so this is a comparison at fixed bandwidth and not a prediction for a nonrelativistic mercury. What it isolates is the effect of the atomic separation. Scalar relativity brings $\Delta$ from 60% to 87% of the half-sum of the bandwidths, and near $x=1$ such a shift moves the onset of overlap from fewer than 55 atoms to about 150. Spin–orbit coupling, left out here, splits the p level and lowers one part of it. Its effect on the size would have to be computed with the coupling included in the bands.
